# Limiting current of a binary electrolyte between cation-reversible electrodes

## Problem

An electrochemical metallization memory switches by dissolving a metal at one electrode and depositing it at the other. Consider the simplest transport model of such a cell. A solution of the salt MA, fully dissociated into M$^+$ and A$^-$, fills the plane gap $0<x<L$ between two electrodes of the metal M. The anode is at $x=0$ and the cathode at $x=L$. Cations are released and taken up by the reaction M $\rightleftharpoons$ M$^+$ + e$^-$. Anions neither react nor enter the electrodes.

The solution is ideal and dilute, with constant diffusivities $D$ (cation) and $D_a$ (anion), and the ionic mobilities obey the Nernst-Einstein relation. There is no convection, ion pairing or side reaction. The gap is much wider than the Debye length, so both ions have the same local concentration $c(x,t)$. Its average over the gap is $\bar c$.

(a) Show that in steady state the current density is $i=-2FD\,dc/dx$, and explain the factor 2.

(b) Show that the steady limiting current density is $4FD\bar c/L$. What would it be if an excess of inert salt suppressed the field?

(c) Find the steady current as a function of the cell voltage $V$ when both electrode reactions are in equilibrium.

(d) How long does the steady state take to form after a fixed current is switched on?

(e) Evaluate the results for a silver cell with a 2 µm gap and 10 mM aqueous silver nitrate at 298.15 K. Take $D=1.6\times10^{-5}$ cm²/s, $D_a=1.9\times10^{-5}$ cm²/s and relative permittivity 78, all rough typical values. Determine where neutrality fails and how large the other neglected effects are.

## Solution

### (a) Current and concentration gradient

Let $\phi$ be the potential in the solution. Each ion diffuses down its concentration gradient and drifts in the field $-\phi'$, where a prime means $d/dx$. By the Nernst-Einstein relation the drift velocity of a cation is $-(DF/RT)\phi'$; that of an anion has the opposite sign. The molar fluxes along $+x$ are therefore

$$N_+=-D\left(c'+\frac{F}{RT}c\,\phi'\right),\qquad N_-=-D_a\left(c'-\frac{F}{RT}c\,\phi'\right).$$

Conservation of anions reads $\partial c/\partial t+\partial N_-/\partial x=0$. In steady state the first term vanishes, so $N_-$ is the same at every $x$. It is zero at the blocking electrodes, hence zero throughout the gap:

$$\frac{F}{RT}c\,\phi'=c'. \tag{1}$$

The anions are at rest because their diffusion and drift cancel. This balance fixes the field. Inserting (1) into the cation flux gives

$$N_+=-D(c'+c')=-2Dc'.$$

The current density is $i=F(N_+-N_-)=FN_+$, so

$$i=-2FD\,c'. \tag{2}$$

For cations, the two contributions that cancel for anions add. Half of the cation flux is diffusion and half is migration, at every point. The anion diffusivity has dropped out, because a species at rest reveals nothing about its mobility.

### (b) The limiting current

Cations are conserved inside the gap as well, so $i$ is uniform in steady state. Equation (2) then makes $c'$ constant, and $c$ is a straight line:

$$c(x)=A-\frac{i}{2FD}x.$$

The constant $A$ follows from the anion inventory. No anion enters or leaves, so the integral of $c$ keeps its initial value $\bar cL$:

$$\bar cL=\int_0^L c\,dx=AL-\frac{i}{2FD}\frac{L^2}{2}
\quad\Rightarrow\quad A=\bar c+\frac{iL}{4FD}.$$

Hence

$$c(x)=\bar c+\frac{i}{2FD}\left(\frac L2-x\right). \tag{3}$$

The concentration rises at the anode and falls at the cathode, while the midpoint stays at $\bar c$. At the cathode,

$$c(L)=\bar c-\frac{iL}{4FD}.$$

A concentration cannot be negative, so a steady state requires

$$i\le i_{\lim}=\frac{4FD\bar c}{L}. \tag{4}$$

This is the stated result. At the limit $c(L)=0$ and $c(0)=2\bar c$. The factor 4 thus has two origins: migration doubles the flux for a given gradient, and the fixed anion inventory lets the anode concentration rise to twice the mean. If $c$ denoted the anode concentration at the limit, the same current would read $2FDc(0)/L$.

With a large excess of inert salt, also blocked at the electrodes, the field is small and migration of M$^+$ can be dropped. Then $i=-FDc'$, where $c$ is now the concentration of M$^+$. Overall neutrality still fixes its mean, because the amounts of all other ions are fixed. The integration above, with $2FD$ replaced by $FD$, gives

$$c(L)=\bar c-\frac{iL}{2FD},\qquad i_{\lim}^{\rm inert}=\frac{2FD\bar c}{L}.$$

A large excess of inert salt therefore halves the limiting current at fixed $\bar c$, although it raises the conductivity.

### (c) Current and voltage

Equation (1) can be written $\phi'=(RT/F)\,c'/c$. Integrating from the cathode to the anode gives the potential drop in the solution,

$$\phi(0)-\phi(L)=\frac{RT}{F}\ln\frac{c(0)}{c(L)}.$$

At an equilibrium electrode the metal lies above the adjacent solution by $E^0+(RT/F)\ln(c/c^0)$, where $c^0$ is the standard concentration. The constants $E^0$ and $c^0$ are common to both electrodes and cancel in the difference. The voltage of the anode metal against the cathode metal is therefore

$$V=[\phi(0)-\phi(L)]+\frac{RT}{F}\ln\frac{c(0)}{c(L)}
=\frac{2RT}{F}\ln\frac{c(0)}{c(L)}. \tag{5}$$

Let $j=i/i_{\lim}$. From (3), $c(0)=\bar c(1+j)$ and $c(L)=\bar c(1-j)$, so

$$e^{FV/2RT}=\frac{1+j}{1-j}.$$

Multiplying out gives $e^{FV/2RT}-1=j\,(e^{FV/2RT}+1)$. Dividing both sides by $e^{FV/4RT}$ turns the difference and the sum into hyperbolic functions:

$$i=i_{\lim}\tanh\frac{FV}{4RT}. \tag{6}$$

For $V\ll 4RT/F$, $\tanh z\approx z$ and

$$i\approx\frac{4FD\bar c}{L}\,\frac{FV}{4RT}=\frac{F^2D\bar c}{RT}\,\frac VL.$$

This is Ohm's law with the conductivity of the cations alone. Immediately after a voltage is applied $c$ is still uniform, and both ions drift, with conductivity $F^2(D+D_a)\bar c/RT$. The anion share disappears as the gradient builds up.

For $V\gg 4RT/F$ the current approaches $i_{\lim}$ without reaching it at finite voltage. Slow electrode reactions add overpotentials and change (6). They leave the bound (4) intact, because it follows from transport and conservation alone.

### (d) Time to reach steady state

Now $N_-$ need not vanish inside the gap. Define $q=-(F/RT)c\,\phi'$, so that

$$N_+=-Dc'+Dq,\qquad N_-=-D_ac'-D_aq.$$

Neutrality makes the total current uniform at each instant:

$$\frac iF=N_+-N_-=-(D-D_a)c'+(D+D_a)q
\;\Rightarrow\; q=\frac{i/F+(D-D_a)c'}{D+D_a}.$$

Substitution into $N_-$ gives

$$N_-=-D_ac'\left(1+\frac{D-D_a}{D+D_a}\right)-\frac{D_a}{D+D_a}\frac iF
=-D_sc'-\frac{D_a}{D+D_a}\frac iF,$$

$$D_s=\frac{2DD_a}{D+D_a}.$$

The current term does not depend on $x$. Anion conservation therefore becomes $\partial c/\partial t=D_s\,\partial^2c/\partial x^2$. At the walls $N_-=0$ requires

$$c'=-\frac{D_a}{D+D_a}\frac{i}{FD_s}=-\frac{i}{2FD},$$

which is the steady gradient (2). The deviation $u$ from the steady profile thus has $u'=0$ at both walls and zero mean. It is a sum of modes $\cos(n\pi x/L)\,e^{-n^2\pi^2D_st/L^2}$ with $n=1,2,\dots$, and the slowest decays with

$$\tau=\frac{L^2}{\pi^2D_s}. \tag{7}$$

The anion mobility affects how fast the limit is approached but not its value. If a fixed current above $i_{\lim}$ is imposed, the solution heads for a profile that is negative at the cathode. The cathode concentration then reaches zero after a finite time, and the neutral model ends there.

A numerical test followed both ions from a uniform state at $i=3FD\bar c/L$. Since the steady cathode concentration falls linearly with current, its value at this load can be extrapolated to zero. For $D_a/D=0.20$, 1.19 and 8.00 the limit so found was 308.8 mA/cm² each time, equal to the value of (4) for the example below.

### (e) The silver cell

**Limiting current.** In SI units $\bar c=10$ mol/m³ and $D=1.6\times10^{-9}$ m²/s, so

$$i_{\lim}=\frac{4(96485)(1.6\times10^{-9})(10)}{2\times10^{-6}}
=3.09\times10^3\ \text{A/m}^2=309\ \text{mA/cm}^2.$$

At this current the model has 20 mM at the anode and zero at the cathode.

**Current at 0.10 V.** With $RT/F=25.69$ mV the argument in (6) is $0.10/(4\times0.02569)=0.973$. Its hyperbolic tangent is 0.750, so $i=232$ mA/cm². The wall concentrations are $10(1\pm0.750)$ mM, or 17.5 and 2.5 mM. This value needs fast electrodes. With symmetric Butler-Volmer kinetics and an exchange current density proportional to $\sqrt c$, the current at 0.10 V is 229, 212 and 116 mA/cm² for exchange current densities at $\bar c$ of 10, 1 and 0.1 A/cm².

**Relaxation.** Here $D_s=2(1.6)(1.9)/(3.5)\times10^{-5}=1.74\times10^{-5}$ cm²/s, and (7) gives $\tau=0.23$ ms.

**Where neutrality fails.** Poisson's equation, with permittivity $\varepsilon$, is $\varepsilon\phi''=-F(c_+-c_-)$. For the neutral profile $\phi'=(RT/F)c'/c$ with constant $c'$, so $\phi''=-(RT/F)(c'/c)^2$. The charge that this field requires is

$$c_+-c_-=\frac{\varepsilon RT}{F^2}\left(\frac{c'}{c}\right)^2
=2\lambda^2\bar c\left(\frac{c'}{c}\right)^2,\qquad
\lambda=\sqrt{\frac{\varepsilon RT}{2F^2\bar c}},$$

where $\lambda$ is the Debye length at the mean concentration. At the cathode $c=\bar c(1-j)$ and $c'=-2j\bar c/L$, so

$$\frac{c_+-c_-}{c}=8\left(\frac\lambda L\right)^2\frac{j^2}{(1-j)^3}. \tag{8}$$

Neutrality requires this ratio to be small. However wide the gap, it fails as $j\to1$. In the example $\lambda=3.03$ nm and $\lambda/L=0.00152$. At 0.20 V, where $j=0.960$, the ratio is $8(0.00152)^2(0.960)^2/(0.040)^3\approx0.27$. The neutral solution is then no longer consistent near the cathode.

The Poisson-Nernst-Planck equations keep the space charge. They were solved numerically with equilibrium electrodes and with the cation concentration at both electrode surfaces set to $\bar c$. In units of $i_{\lim}$ the currents are:

| $V$ | Eq. (6) | 2 µm gap | 0.2 µm gap |
|---|---|---|---|
| 0.05 V | 0.451 | 0.452 | 0.456 |
| 0.10 V | 0.750 | 0.753 | 0.782 |
| 0.20 V | 0.960 | 0.980 | 1.119 |
| 0.30 V | 0.994 | 1.043 | 1.321 |
| 0.50 V | 1.000 | 1.110 | 1.660 |

Each column uses the $i_{\lim}$ of its own gap; salt concentration, temperature, permittivity and surface condition are held fixed. The surface condition matters in the narrow gap: a surface cation concentration of $5\bar c$ instead of $\bar c$ raises its currents by 6 to 7% between 0.10 and 0.50 V. At 0.20 V the deviation from (6) is 0.020 in the 2 µm gap and 0.002 in a 20 µm gap. Equation (6) is thus approached as $\lambda/L$ decreases at fixed voltage.

The current exceeds $i_{\lim}$ because cations can cross a layer that holds almost no anions. Suppose this layer has width $s$ and contains no anions at all. The inventory $\bar cL$ is then confined to a neutral region of length $L-s$, in which $c$ falls linearly from $c(0)$ to about zero. Thus

$$\tfrac12c(0)(L-s)=\bar cL,\qquad
i=2FD\frac{c(0)}{L-s}=\frac{i_{\lim}}{(1-s/L)^2}.$$

The computed ratio 1.110 at 0.50 V corresponds to $s/L=1-1/\sqrt{1.110}=0.05$, a layer of about 0.1 µm. In the 0.2 µm gap, 1.660 corresponds to $s/L=0.22$. These widths are inferred from an idealized division into two regions. They show that $i_{\lim}$ marks a plateau in wide gaps and loses that meaning when the charged layer fills a good part of the gap.

**Non-ideality.** With an activity coefficient $\gamma$ common to both ions, $c'$ in the diffusion terms is replaced by $c\,(\ln\gamma c)'$. The steps of part (a) then give $i=-2FD\,(1+d\ln\gamma/d\ln c)\,c'$. The Debye-Hückel limiting law is $\ln\gamma=-l_B/2\lambda$, where $l_B=e^2/(4\pi\varepsilon k_BT)=0.72$ nm is the Bjerrum length, the distance at which two unit charges interact with energy $k_BT$. It gives $\gamma=0.888$. Since $\ln\gamma\propto\sqrt c$, the bracket is $1+\tfrac12\ln\gamma=0.941$ at the mean concentration. The ideal formula is therefore too high by several per cent. The concentration dependence of the ionic mobilities, also neglected here, lowers the conductivity by about 7% at 10 mM in the Debye-Hückel-Onsager limiting theory. It matters much less for the steady current. With the anions at rest the relaxation term cancels and the electrophoretic terms of the two ions nearly cancel, so for $D$ taken at infinite dilution the current falls by only about half a per cent.

**Moving electrodes.** Silver dissolves and deposits at the speed $iV_m/F$, with $V_m$ the molar volume of the metal. At the limit this is 329 nm/s, or 0.08 nm in one relaxation time. The anode surface recedes into its metal, and the cathode surface advances into the gap. Both therefore move towards $-x$, against the current, at equal speed, so the gap width is unchanged. The ratio of this speed to the diffusion speed $D/L$ is $4.1\times10^{-4}$, which justifies treating the electrodes as fixed.

**Buoyancy.** The Rayleigh number $g\,\Delta\rho\,L^3/(\eta D)$ compares buoyant flow with diffusion. With viscosity $\eta=0.9$ mPa s and $\Delta\rho$ taken as the mass density of 20 mM dissolved salt, it is $1.9\times10^{-4}$. Buoyant convection is negligible if the cell is about as tall as the gap is wide. Flow driven by the electric force on the charged layer near the cathode is a separate effect. It is not estimated here and is absent from the one-dimensional table, whose highest-voltage entries assume a liquid at rest.

**Dissolved oxygen.** Water in contact with air holds roughly 0.25 mM oxygen, with a diffusivity near $2\times10^{-5}$ cm²/s. Its reduction takes four electrons per molecule. Diffusion across the gap from a concentration of 0.25 mM to zero supplies $4FD_{\rm O_2}c_{\rm O_2}/L=9.6$ mA/cm², about 3% of $i_{\lim}$. Where the cathode potential allows this reaction, it adds a current that deposits no silver. Supply through an open surface could make it larger.

**Comparison with real cells.** If the cathode is platinum instead of silver, it becomes cation-reversible once silver covers it. The assumption of plane electrodes fails when the deposit grows as branches. The effect can be estimated for an isolated hemispherical tip of radius $a\ll L$ on a plane that itself takes up no cations. Far from the tip $c\approx\bar c$. Equation (2) holds along the radius $r$, and a steady total current requires $r^2\,dc/dr$ to be constant. With $c=0$ at $r=a$ this gives $c=\bar c(1-a/r)$, so the magnitude of the limiting current density at the tip is

$$i_{\rm tip}=2FD\left.\frac{dc}{dr}\right|_{a}=\frac{2FD\bar c}{a}=\frac{L}{2a}\,i_{\lim}.$$

For $a=20$ nm and $L=2$ µm this neutral estimate gives a factor of 50. The Debye length is then 15% of the tip radius, so space charge can raise the tip current well above this estimate, as it does in the narrow gap. Equation (4) therefore describes the average over a flat electrode before branches form, and not the growth rate of a filament.

In a memory made with a thin solid film, the ideal solution itself can be in doubt. Take round parameters for a polymer electrolyte: a 100 nm film, relative permittivity 8 and $10^{20}$ cations per cm³. The Bjerrum length is then 7.0 nm, while the spacing of the cations is 2.2 nm (1.7 nm if both ions are counted). Neighbouring ions attract or repel with energies well above $k_BT$, so pairing is expected. The formal Debye length, 0.24 nm, is shorter than the ion spacing and has lost its meaning as a screening length. If neutral pairs are mobile, the blocking condition applies to the sum of the free-anion and pair fluxes. Free anions need not be at rest, and (1) no longer follows. The limiting current then depends on the pairing equilibrium and on the mobilities of both the pairs and the free anions, so the anion mobility no longer drops out. This model does not contain pairing. In the aqueous cell the order is reversed, 0.72 nm against a cation spacing of 5.5 nm (4.4 nm if both ions are counted), and the free-ion picture is sound to the several per cent found above. The remaining values are in the numerical output.

## Computed values

```
temperature: 298.15 K; RT/F: 25.69 mV
gap: 2.0 um; mean salt: 10.0 mM
D cation: 1.60e-05 cm2/s; D anion: 1.90e-05 cm2/s
relative permittivity of water: 78
limiting current, formula: 3087.5 A/m2
limiting current, formula: 308.8 mA/cm2
  transient model, Danion/D=0.20: 308.8 mA/cm2
  transient model, Danion/D=1.19: 308.8 mA/cm2
  transient model, Danion/D=8.00: 308.8 mA/cm2
anode concentration at limit: 20.00 mM
cathode concentration at limit: 0.00 mM
relaxation time: 0.233 ms
current / i_lim: neutral law, PNP, PNP with 10x narrower gap
  0.05 V: 0.451  0.452  0.456
  0.10 V: 0.750  0.753  0.782
  0.20 V: 0.960  0.980  1.119
  0.30 V: 0.994  1.043  1.321
  0.50 V: 1.000  1.110  1.660
|PNP - neutral law| / i_lim: this gap, 10x wider gap
  0.05 V: 0.0005  0.0000
  0.10 V: 0.0034  0.0003
  0.20 V: 0.0201  0.0022
neutral-law current at 0.10 V: 231.6 mA/cm2
Debye length: 3.03 nm; over gap: 0.00152
Bjerrum length in water: 0.72 nm
ion spacing in water: 5.50 nm
activity coefficient, limiting law: 0.888
thermodynamic factor at mean salt: 0.941
silver front speed at limit: 329 nm/s
front shift in one relaxation time: 0.077 nm
Peclet number of front motion: 4.1e-04
viscosity: 0.9 mPa s; Rayleigh number: 1.9e-04
dissolved oxygen: 0.25 mM; D: 2.0e-05 cm2/s
oxygen reduction current scale: 9.6 mA/cm2
oxygen current / i_lim: 0.031
film: gap 100 nm, permittivity 8
film ion density: 1.0e+20 cm-3
film Bjerrum length: 7.01 nm
film ion spacing: 2.15 nm
film formal Debye length: 0.24 nm
```
